# Why high-stress fits do not select a dielectric lifetime law: test program

```python
"""Dielectric lifetime laws that agree at high stress but part at low field.

Result under test: with u = E/E_s, laws matched in life and slope at E_s are
    ln(t/t_s) = n*g_p(u),   g_p(u) = (1-u**p)/p   (p=0: -ln u),
p = 1 linear, 1/2 root, -1 inverse field law. They differ in the stress window
only by curvature, of order n*|p-q|*(u-1)**2/2, but by decades at use field.
t: geometric mean life; n: -dln t/dln E at E_s; k: Weibull shape;
sigma: standard deviation of a mean log life; D: misfit norm / sigma.
No rule separates two Gaussian mean vectors with average error < Phi(-D/2).
Fields in MV/cm, lives in s, gaps in nm. Model values are rough typical ones.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.stats import norm, chi2, weibull_min

LN10 = np.log(10.0)
LAWS = {"linear": 1.0, "root": 0.5, "inverse": -1.0}
PAIRS = [("root", "linear"), ("root", "inverse"), ("inverse", "linear")]

gap = 10.0
E_s, E_use, E_low = 6.0, 1.0, 4.0
slope, t_s, k, N = 4.0, 1.0e3, 1.5, 20
n = slope * E_s
u_use = E_use / E_s
fields = np.linspace(5.5, 6.5, 5)
m = len(fields)


def g(u, p):
    u = np.asarray(u, dtype=float)
    return -np.log(u) if p == 0 else (1 - u**p) / p


def fit(E, y, p):
    """Least squares for y = a + b*g_p; returns coefficients, fitted values."""
    X = np.column_stack([np.ones(len(E)), g(E / E_s, p)])
    c = np.linalg.lstsq(X, y, rcond=None)[0]
    return c, X @ c


def extrapolate(c, E, p):
    return c[0] + c[1] * g(E / E_s, p)


def rss(E, y, p):
    return np.sum((y - fit(E, y, p)[1])**2, axis=0)


# Integral form of the family, and ordering of the laws below stress
for u in (0.1, u_use, 0.7):
    values = []
    for p in (-1.0, 0.0, 0.5, 1.0, 2.0):
        integral = quad(lambda v: v**(p - 1), u, 1)[0]
        assert abs(integral - g(u, p)) < 1e-8
        values.append(integral)
    assert np.all(np.diff(values) < 0)

# Gaps at use: actual fits to noiseless data against the closed forms
gap_root = n * (1 - np.sqrt(u_use))**2
gap_inverse = n * (1 - u_use)**2 / u_use
closed_gap = {("root", "linear"): gap_root,
              ("root", "inverse"): gap_root - gap_inverse,
              ("inverse", "linear"): gap_inverse}
for q, p in PAIRS:
    for shrink, tol in ((1.0, 0.03), (0.1, 1e-3)):
        E = E_s + shrink * (fields - E_s)
        c, _ = fit(E, n * g(E / E_s, LAWS[q]), LAWS[p])
        found = n * g(u_use, LAWS[q]) - extrapolate(c, E_use, LAWS[p])
        assert abs(found / closed_gap[q, p] - 1) < tol

# Scatter of log life from the Weibull distribution itself
def log_moment(power):
    f = lambda x: np.log(x)**power * np.exp(-x)
    return quad(f, 0, 1)[0] + quad(f, 1, np.inf)[0]


sd_one = np.pi / (np.sqrt(6) * k)
assert abs(log_moment(1) + np.euler_gamma) < 1e-6
assert abs(np.sqrt(log_moment(2) - log_moment(1)**2) / k - sd_one) < 1e-6
sigma = sd_one / np.sqrt(N)

# Separation D from explicit fits against its small-window formula
h = (fields[1] - fields[0]) / E_s
D, worst = {}, {}
for q, p in PAIRS:
    mu = n * g(fields / E_s, LAWS[q])
    residual = mu - fit(fields, mu, LAWS[p])[1]
    D[q, p] = np.linalg.norm(residual) / sigma
    worst[q, p] = np.max(np.abs(residual))
    formula = (n * abs(LAWS[p] - LAWS[q]) * h**2 / (2 * sigma)
               * np.sqrt(m * (m**2 - 1) * (m**2 - 4) / 180))
    assert abs(D[q, p] / formula - 1) < 0.03

# Repeated Weibull experiments; the sixth level serves the low-field test
rng = np.random.default_rng(2024)
sets = 40000
raw = np.log(rng.exponential(size=(m + 1, sets, N)))
noise = (raw.mean(axis=2) + np.euler_gamma) / k


def wrong_choice(E, q, p, errors):
    """Average error of choosing the law with the smaller residual."""
    mu_q = n * g(E / E_s, LAWS[q])
    mu_p = fit(E, mu_q, LAWS[p])[1]
    y = mu_q[:, None] + errors
    miss_q = np.mean(rss(E, y, LAWS[p]) < rss(E, y, LAWS[q]))
    y = mu_p[:, None] + errors
    miss_p = np.mean(rss(E, y, LAWS[q]) < rss(E, y, LAWS[p]))
    return (miss_q + miss_p) / 2


simulated, needed = {}, {}
for pair in PAIRS:
    simulated[pair] = wrong_choice(fields, *pair, noise[:m])
    assert abs(simulated[pair] - norm.cdf(-D[pair] / 2)) < 0.015
    needed[pair] = N * (2 * norm.ppf(0.95) / D[pair])**2
    scaled = noise[:m] * np.sqrt(N / needed[pair])
    assert abs(wrong_choice(fields, *pair, scaled) - 0.05) < 0.01

# Likelihood ratio using every individual life
mu_i = n * g(fields / E_s, -1.0)
mu_l = fit(fields, mu_i, 1.0)[1]
errors_raw = []
for shift in (mu_i - mu_l, mu_l - mu_i):
    z = raw[:m] + k * shift[:, None, None]
    log_ratio = np.sum((raw[:m] - np.exp(raw[:m])) - (z - np.exp(z)),
                       axis=(0, 2))
    errors_raw.append(np.mean(log_ratio < 0))
raw_error = np.mean(errors_raw)
raw_formula = norm.cdf(-D["inverse", "linear"] * np.pi / np.sqrt(6) / 2)
assert abs(raw_error - raw_formula) < 0.015

# Goodness of fit and extrapolation error when the root law is true
truth = n * g(fields / E_s, 0.5)
many = truth[:, None] + noise[:m]
limit = chi2.ppf(0.95, m - 2)
passed = np.ones(sets, dtype=bool)
se = {}
for name, p in LAWS.items():
    passed &= rss(fields, many, p) / sigma**2 < limit
    x, x0 = g(fields / E_s, p), g(u_use, p)
    se[name] = sigma * np.sqrt(1 / m + (x0 - x.mean())**2
                               / np.sum((x - x.mean())**2))
    c, _ = fit(fields, many, p)
    assert abs(np.std(extrapolate(c, E_use, p)) / se[name] - 1) < 0.03
all_pass = passed.mean()
assert all_pass > 0.85

# One synthetic data set from the root law
one = np.random.default_rng(1)
sample = np.log(one.exponential(size=(m, N))).mean(axis=1)
data = np.log(t_s) + truth + (sample + np.euler_gamma) / k
table = {}
for name, p in LAWS.items():
    c, _ = fit(fields, data, p)
    r = rss(fields, data, p)
    table[name] = (r / sigma**2, 1 - r / np.sum((data - data.mean())**2),
                   extrapolate(c, E_use, p) / LN10, se[name] / LN10)
    # A common relative gap error rescales all fields and must cancel
    c2, _ = fit(1.07 * fields, data, p)
    assert abs(extrapolate(c2, 1.07 * E_use, p)
               - extrapolate(c, E_use, p)) < 1e-6

# Added low-field test
six = np.append(fields, E_low)
D_low = {}
for q, p in PAIRS:
    mu = n * g(six / E_s, LAWS[q])
    D_low[q, p] = np.linalg.norm(mu - fit(six, mu, LAWS[p])[1]) / sigma
low_sim = wrong_choice(six, "root", "linear", noise)
assert abs(low_sim - norm.cdf(-D_low["root", "linear"] / 2)) < 0.015

# Weakest-link scaling, checked by solving the survival equation
def link_factor(F, R):
    return (-np.log1p(-F) / R)**(1 / k)


root = brentq(lambda t: weibull_min.sf(t, k)**50 - 0.99, 1e-6, 1, xtol=1e-14)
assert abs(root / link_factor(0.01, 50) - 1) < 1e-6
F_prod, R_prod = 1e-4, 1e4
scale_ratio = np.exp(np.euler_gamma / k)
product = {name: t_s * np.exp(n * g(u_use, p)) * scale_ratio
           * link_factor(F_prod, R_prod) for name, p in LAWS.items()}
target = 10 * const.Julian_year
assert product["linear"] < target < product["root"]

# Competing mechanism with equal Weibull shape
def competition_shift(t1, t2):
    return -np.log1p((t1 / t2)**k) / k


def survival(y):
    a = np.exp(k * y - np.euler_gamma)
    return np.exp(-a * (1 + 2.0**(-k)))


mean_log = (quad(survival, 0, 10)[0]
            - quad(lambda y: 1 - survival(y), -40, 0)[0])
assert abs(mean_log - competition_shift(1.0, 2.0)) < 1e-6
t_other = 1e8
longest = t_s * np.exp(truth[0])
hidden = competition_shift(longest, t_other)
use_root = t_s * np.exp(n * g(u_use, 0.5))
capped = use_root * np.exp(competition_shift(use_root, t_other))
assert abs(hidden) < 0.01 * sigma and capped < 1e-3 * use_root

# Sizes of other neglected effects
gap_sd, gap_offset = 0.3, 0.1
gap_scatter = n * gap_sd / gap
eps = one.normal(0, gap_sd / gap, 200000)
assert abs(np.std(n * g(1 / (1 + eps), 0.5)) / gap_scatter - 1) < 0.03
dilution = sd_one / np.hypot(sd_one, gap_scatter)
Ea, T_stress, T_use = 0.7, 398.15, 373.15
kB = const.k / const.e
oven = Ea / kB * (1 / T_stress - 1 / (T_stress + 1))
cooler = Ea / kB * (1 / T_use - 1 / T_stress)
prefactor = 2 * (g(u_use, 0) - g(u_use, -1.0))

print(f"gap {gap:.0f} nm; use {E_use:.1f}, centre {E_s:.1f} MV/cm")
print(f"use voltage {E_use*gap/10:.1f} V, centre {E_s*gap/10:.1f} V")
print(f"slope {slope:.1f} per MV/cm; n = {n:.0f}; centre life {t_s:.0f} s")
print(f"Weibull shape {k}; {N} samples per field; {m} fields")
print(f"sd of one log life {sd_one:.3f}; of mean, sigma = {sigma:.3f}")
print("Matched laws, life at use field:")
for name, p in list(LAWS.items()) + [("power", 0.0), ("square", 2.0)]:
    dec = n * g(u_use, p) / LN10
    print(f" {name}: gain {dec:.2f} decades, log10(t/s) = "
          f"{dec + np.log10(t_s):.2f}")
print(f"gap root-linear {gap_root/LN10:.2f} decades")
print(f"gap inverse-linear {gap_inverse/LN10:.2f} decades")
print("True law / fitted law, stress window only:")
for q, p in PAIRS:
    print(f" {q}/{p}: largest misfit {100*np.expm1(worst[q, p]):.1f} % of life")
    print(f"  D = {D[q, p]:.3f}; error bound {norm.cdf(-D[q, p]/2):.3f}, "
          f"simulated {simulated[q, p]:.3f}")
    print(f"  samples per field for 5 % error: {needed[q, p]:.0f}")
print(f"inverse/linear, all single lives used: error {raw_error:.3f}")
print(f"all three laws pass 5 % chi2 test: {100*all_pass:.1f} % of sets")
print("One data set (root law true), field MV/cm: mean life s")
print(" " + "; ".join(f"{E:.2f}: {np.exp(y):.0f}"
                      for E, y in zip(fields, data)))
print(f"chi2 limit {limit:.2f} (3 degrees of freedom)")
for name, row in table.items():
    print(f" {name}: chi2 {row[0]:.2f}, R2 {row[1]:.4f}, "
          f"log10(t_use/s) {row[2]:.2f} +- {row[3]:.2f}")
print(f"Added test at {E_low:.1f} MV/cm, mean life in days:")
for name, p in LAWS.items():
    print(f" {name}: {t_s*np.exp(n*g(E_low/E_s, p))/const.day:.1f} days")
for q, p in PAIRS:
    print(f" {q}/{p}: D = {D_low[q, p]:.2f}, error bound "
          f"{norm.cdf(-D_low[q, p]/2):.2g}")
print(f"Product: length ratio {R_prod:.0e}, failed fraction {F_prod:.0e}")
print(f" shift from mean log life "
      f"{np.log10(scale_ratio*link_factor(F_prod, R_prod)):.2f} decades")
for name, life in product.items():
    print(f" {name}: product life {life/const.Julian_year:.3g} years")
print(f"Competing mechanism, life {t_other:.0e} s at every field:")
print(f" largest stress shift {hidden:.1e} in ln t; use life {capped:.2e} s")
print(f"Gap sd {gap_sd} nm: log-life sd {gap_scatter:.2f}, "
      f"D times {dilution:.2f}")
print(f"Gap offset {gap_offset} nm at one field: {n*gap_offset/gap:.2f} in ln t")
print(f"Activation energy {Ea} eV; oven error 1 K: {oven:.3f} in ln t")
print(f"Use at {T_use-273.15:.0f} not {T_stress-273.15:.0f} C: "
      f"+{cooler/LN10:.2f} decades")
print(f"Squared-field prefactor, inverse law: {prefactor/LN10:.2f} decades")
print("checks complete")
```

Printed output:

```
gap 10 nm; use 1.0, centre 6.0 MV/cm
use voltage 1.0 V, centre 6.0 V
slope 4.0 per MV/cm; n = 24; centre life 1000 s
Weibull shape 1.5; 20 samples per field; 5 fields
sd of one log life 0.855; of mean, sigma = 0.191
Matched laws, life at use field:
 linear: gain 8.69 decades, log10(t/s) = 11.69
 root: gain 12.34 decades, log10(t/s) = 15.34
 inverse: gain 52.12 decades, log10(t/s) = 55.12
 power: gain 18.68 decades, log10(t/s) = 21.68
 square: gain 5.07 decades, log10(t/s) = 8.07
gap root-linear 3.65 decades
gap inverse-linear 43.43 decades
True law / fitted law, stress window only:
 root/linear: largest misfit 2.1 % of life
  D = 0.204; error bound 0.459, simulated 0.458
  samples per field for 5 % error: 5181
 root/inverse: largest misfit 6.6 % of life
  D = 0.613; error bound 0.380, simulated 0.378
  samples per field for 5 % error: 576
 inverse/linear: largest misfit 9.0 % of life
  D = 0.822; error bound 0.340, simulated 0.338
  samples per field for 5 % error: 320
inverse/linear, all single lives used: error 0.301
all three laws pass 5 % chi2 test: 90.9 % of sets
One data set (root law true), field MV/cm: mean life s
 5.50: 7578; 5.75: 3657; 6.00: 820; 6.25: 414; 6.50: 122
chi2 limit 7.81 (3 degrees of freedom)
 linear: chi2 3.56, R2 0.9882, log10(t_use/s) 12.08 +- 0.53
 root: chi2 3.72, R2 0.9877, log10(t_use/s) 15.87 +- 0.75
 inverse: chi2 4.76, R2 0.9842, log10(t_use/s) 56.90 +- 3.13
Added test at 4.0 MV/cm, mean life in days:
 linear: 34.5 days
 root: 77.4 days
 inverse: 1883.7 days
 root/linear: D = 1.50, error bound 0.23
 root/inverse: D = 4.13, error bound 0.019
 inverse/linear: D = 7.39, error bound 0.00011
Product: length ratio 1e+04, failed fraction 1e-04
 shift from mean log life -5.17 decades
 linear: product life 0.105 years
 root: product life 468 years
 inverse: product life 2.82e+42 years
Competing mechanism, life 1e+08 s at every field:
 largest stress shift -4.5e-07 in ln t; use life 1.00e+08 s
Gap sd 0.3 nm: log-life sd 0.72, D times 0.76
Gap offset 0.1 nm at one field: 0.24 in ln t
Activation energy 0.7 eV; oven error 1 K: 0.051 in ln t
Use at 100 not 125 C: +0.59 decades
Squared-field prefactor, inverse law: -2.79 decades
checks complete
```
